# Torsional harmonics of vicinal bond-antibond coupling in disilane: a numerical check

```python
"""
Torsion of disilane from vicinal bond-antibond couplings.

Result under test: nine Si-H bond / Si-H antibond pairs, each coupled by
    F(theta) = a + b cos(theta) + c cos(2 theta),
two donor directions, two electrons per bond and a common gap Delta, give
    E2(phi) = -(36/Delta) [a^2 + b^2/2 + c^2/2 + b c cos(3 phi)],
so that E2(eclipsed) - E2(staggered) = -72 b c / Delta, zero when c = 0.
theta: H-Si-Si-H dihedral; phi: torsion angle (0 eclipsed, 60 deg staggered).
The couplings are then extracted from Hartree-Fock calculations on disilane.
"""
import numpy as np
from scipy import constants as const
from scipy.special import mathieu_a
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
MEV = 1000.0 * HARTREE_EV                       # hartree -> meV
KJ_PER_MEV = 1e-3 * const.e * const.N_A / 1000.0
rng = np.random.default_rng(7)
ROTOR = 2 * np.pi / 3 * np.arange(3)


def dihedrals(phi):
    return phi + ROTOR[None, :] - ROTOR[:, None]


def coupling(harmonics, theta):
    return sum(f * np.cos(k * theta) for k, f in enumerate(harmonics))


def second_order(harmonics, gap, phi):
    """Explicit sum over nine pairs, two directions, two electrons."""
    return -4.0 / gap * np.sum(coupling(harmonics, dihedrals(phi)) ** 2)


def all_orders(f_ab, f_ba, gap):
    """Two electrons in each of the lowest levels, bond energy as zero."""
    total = 0.0
    for f in (f_ab, f_ba):
        h = np.block([[np.zeros((3, 3)), f], [f.T, gap * np.eye(3)]])
        total += 2 * np.linalg.eigvalsh(h)[:3].sum()
    return total


def cosine_harmonics(values):
    """Cosine coefficients from equally spaced samples on [0, pi]."""
    n = len(values) - 1
    grid = np.pi * np.arange(n + 1) / n
    return np.linalg.solve(np.cos(np.outer(grid, np.arange(n + 1))), values)


# ---- Model: explicit pair sums against the closed formula
for _ in range(20):
    a, b, c = rng.normal(size=3)
    gap, phi = rng.uniform(5, 12), rng.uniform(0, 2 * np.pi)
    closed = -36 / gap * (a*a + b*b/2 + c*c/2 + b*c*np.cos(3 * phi))
    assert abs(second_order([a, b, c], gap, phi) - closed) < 1e-11
    flat = second_order([a, b], gap, phi) - second_order([a, b], gap, 0)
    assert abs(flat) < 1e-11

# ---- Model: small-coupling limit of exact diagonalization
model, model_gap = np.array([0.3, -0.5, 0.1]), 10.0
relative_errors = []
for scale in (1.0, 0.5):
    f = scale * model
    exact = []
    for phi in (0.0, np.pi / 3):
        m = coupling(f, dihedrals(phi))
        exact.append(all_orders(m, m.T, model_gap))
    formula = -72 * f[1] * f[2] / model_gap
    relative_errors.append(abs((exact[0] - exact[1]) / formula - 1))
assert relative_errors[0] < 0.1
assert 3.5 < relative_errors[0] / relative_errors[1] < 4.5

# ---- Model: the null result to all orders, with strong couplings of all kinds
same = []
for _ in range(2):
    diag = np.kron(np.diag([0.0, 4.0]), np.eye(3))
    k = rng.normal(size=(2, 2))
    same.append(diag + np.kron(k + k.T, np.ones((3, 3)) - np.eye(3)))
const_part, cos_part, cos2_part = rng.normal(size=(3, 2, 2))


def strong_model_energy(phi, second):
    t = dihedrals(phi)
    cross = np.kron(const_part, np.ones((3, 3))) + np.kron(cos_part, np.cos(t))
    cross = cross + second * np.kron(cos2_part, np.cos(2 * t))
    h = np.block([[same[0], cross], [cross.T, same[1]]])
    return 2 * np.linalg.eigvalsh(h)[:6].sum()


angles = np.linspace(0, np.pi / 3, 9)
strong_flat = np.ptp([strong_model_energy(p, 0.0) for p in angles])
strong_wavy = np.ptp([strong_model_energy(p, 0.5) for p in angles])
assert strong_flat < 1e-10 and strong_wavy > 1e-4

# ---- Model: one symmetric rotor suffices, two unsymmetric rotors do not
uneven, even = np.array([1.0, 1.0, 1.3]), np.ones(3)


def weighted_range(left, right):
    sums = [np.sum((np.outer(left, right)
                    * coupling([0.3, -0.5], dihedrals(p))) ** 2)
            for p in np.linspace(0, 2 * np.pi, 25)]
    return np.ptp(sums)


assert weighted_range(uneven, even) < 1e-12
assert weighted_range(uneven, uneven) > 1e-3

# ---- Disilane: rigid tetrahedral geometry, lengths in nm
SI_SI, SI_H = 0.235, 0.148
SIN_TET = np.sqrt(8.0) / 3


def run_hf(phi, si_si, basis):
    left = [np.array([SIN_TET*np.cos(t), SIN_TET*np.sin(t), -1/3])
            for t in ROTOR]
    right = [np.array([SIN_TET*np.cos(t), SIN_TET*np.sin(t), 1/3])
             for t in ROTOR + phi]
    pos_b = np.array([0, 0, si_si])
    atoms = [("Si", np.zeros(3)), ("Si", 10 * pos_b)]
    atoms += [("H", 10 * SI_H * n) for n in left]
    atoms += [("H", 10 * (pos_b + SI_H * n)) for n in right]
    mol = gto.M(atom=[(s, tuple(map(float, x))) for s, x in atoms],
                basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 100
    mf.kernel()
    assert mf.converged
    return mf, left, right


def local_basis(left, right):
    """Columns: 3+3 hybrids to H, 3+3 H orbitals, 2 hybrids along Si-Si."""
    t = np.zeros((14, 14))
    for i in range(3):
        t[0:4, i] = np.r_[0.5, np.sqrt(3) / 2 * left[i]]
        t[4:8, 3 + i] = np.r_[0.5, np.sqrt(3) / 2 * right[i]]
    t[8:14, 6:12] = np.eye(6)
    t[0:4, 12] = [0.5, 0, 0, np.sqrt(3) / 2]
    t[4:8, 13] = [0.5, 0, 0, -np.sqrt(3) / 2]
    assert np.allclose(t.T @ t, np.eye(14))
    return t


names = ("total", "hyb-hyb", "hyb-H", "H-H", "S hyb-hyb", "S hyb-H", "S H-H")
tables = {name: {} for name in names}
phi_degrees = np.array([0, 15, 30, 45, 60])
gaps, hf_small, pair_sq, e2_direct = [], [], [], []
e_all_vicinal, e_all_valence = [], []
for deg in phi_degrees:
    mf, left, right = run_hf(np.radians(deg), SI_SI, "sto-3g")
    hf_small.append(mf.e_tot)
    s, fock = mf.get_ovlp(), mf.get_fock()
    valence = [n for n, lab in enumerate(mf.mol.ao_labels(fmt=False))
               if lab[1] == "H" or lab[2] in ("3s", "3p")]
    assert len(valence) == 14
    local = local_basis(left, right)
    raw_overlap = local.T @ s[np.ix_(valence, valence)] @ local
    # Remove the ten core orbitals, then orthogonalize symmetrically.
    core = mf.mo_coeff[:, :10]
    v = np.eye(len(s))[:, valence]
    v = v - core @ (core.T @ s @ v)
    w, u = np.linalg.eigh(v.T @ s @ v)
    assert w.min() > 0.02
    v = v @ (u / np.sqrt(w)) @ u.T
    g = local.T @ (v.T @ fock @ v) @ local
    assert np.allclose(np.linalg.eigvalsh(g), mf.mo_energy[10:], atol=1e-5)
    assert g[0, 6] < 0                          # hybrid points at its H atom
    # Bond and antibond: no Fock coupling inside one Si-H pair.
    e_pair, c_pair = np.linalg.eigh(g[np.ix_([0, 6], [0, 6])])
    c_pair = c_pair * np.sign(c_pair[0])
    (p, r), (q, t) = c_pair                     # bond: p, q; antibond: r, t
    gap = e_pair[1] - e_pair[0]
    gaps.append(gap)
    hh = p * r * g[0:3, 3:6]
    mixed = p * t * g[0:3, 9:12] + q * r * g[6:9, 3:6]
    h1h1 = q * t * g[6:9, 9:12]
    f_ab = hh + mixed + h1h1
    f_ba = (p * r * g[3:6, 0:3] + p * t * g[3:6, 6:9]
            + q * r * g[9:12, 0:3] + q * t * g[9:12, 6:9])
    assert np.allclose(np.sort(f_ab.ravel()), np.sort(f_ba.ravel()), atol=1e-5)
    pieces = (f_ab, hh, mixed, h1h1, raw_overlap[0:3, 3:6],
              raw_overlap[6:9, 3:6], raw_overlap[6:9, 9:12])
    for i in range(3):
        for j in range(3):
            theta = (deg + 120 * (j - i)) % 360
            theta = int(min(theta, 360 - theta))
            for name, piece in zip(names, pieces):
                old = tables[name].setdefault(theta, piece[i, j])
                assert abs(old - piece[i, j]) < 1e-5   # depends on theta only
    pair_sq.append(np.sum(f_ab**2) + np.sum(f_ba**2))
    e2_direct.append(-2 / gap * pair_sq[-1])
    e_all_vicinal.append(all_orders(f_ab, f_ba, gap))
    bond_sum = 6 * e_pair[0] + 0.5 * (g[12, 12] + g[13, 13] + 2 * g[12, 13])
    e_all_valence.append(2 * (np.linalg.eigvalsh(g)[:7].sum() - bond_sum))

theta_grid = np.arange(0, 181, 15)
harm = {n: cosine_harmonics(np.array([tables[n][int(x)] for x in theta_grid]))
        for n in names}
f = harm["total"]
mean_gap = np.mean(gaps)

# Two-centre overlaps: sp hybrids carry harmonics 0 and 1 only, H-H more.
assert np.max(np.abs(harm["S hyb-hyb"][2:])) < 1e-9
assert np.max(np.abs(harm["S hyb-H"][2:])) < 1e-9
assert abs(harm["S H-H"][2]) > 1e-5


def truncated_barrier(order):
    h = f[:order + 1]
    return (second_order(h, mean_gap, 0)
            - second_order(h, mean_gap, np.pi / 3))


bc_barrier = -72 * f[1] * f[2] / mean_gap
third_term = -72 * 2 * f[0] * f[3] / mean_gap
higher_terms = -72 * sum(f[k] * f[k + 3] for k in range(1, 10)) / mean_gap
assert abs(truncated_barrier(1)) * MEV < 1e-8
assert abs(truncated_barrier(2) - bc_barrier) * MEV < 1e-8
# Threefold part of the directly summed squares against harmonic products.
threefold = 2 * cosine_harmonics(-2 / mean_gap * np.array(pair_sq))[1]
assert abs(threefold - bc_barrier - third_term - higher_terms) * MEV < 0.02

# ---- Total barriers, Si-Si relaxation and correlation
lengths = np.array([0.230, 0.235, 0.240])
minima, best_lengths, rigid_hf, rigid_mp2 = [], [], [], []
for phi in (0.0, np.pi / 3):
    energies = []
    for length in lengths:
        mf = run_hf(phi, length, "6-31g*")[0]
        energies.append(mf.e_tot)
        if length == SI_SI:
            rigid_hf.append(mf.e_tot)
            rigid_mp2.append(mf.e_tot + mp.MP2(mf, frozen=10).kernel()[0])
    x = (lengths - SI_SI) / 0.005
    k2, k1, k0 = np.polyfit(x, np.array(energies) - energies[1], 2)
    assert k2 > 0
    best_lengths.append(SI_SI - 0.005 * k1 / (2 * k2))
    minima.append(energies[1] + k0 - k1**2 / (4 * k2))
hf_rigid = (rigid_hf[0] - rigid_hf[1]) * MEV
hf_relaxed = (minima[0] - minima[1]) * MEV
mp2_rigid = (rigid_mp2[0] - rigid_mp2[1]) * MEV
assert hf_rigid > 0 and hf_relaxed > 0
small_harm = cosine_harmonics(np.array(hf_small) - hf_small[-1]) * MEV

# ---- Quantum torsion in V/2 (1 + cos 3 phi), energies in meV
mass_h = const.m_p + const.m_e
inertia = 3 * mass_h * (SI_H * 1e-9 * SIN_TET) ** 2 / 2
rot_const = const.hbar**2 / (2 * inertia) / const.e * 1000
m = np.arange(-40, 41)
h_rot = np.diag(rot_const * m**2 + hf_relaxed / 2)
h_rot += hf_relaxed / 4 * (np.eye(81, k=3) + np.eye(81, k=-3))
levels = np.linalg.eigvalsh(h_rot)
ground = (hf_relaxed / 2
          + 9 * rot_const / 4 * mathieu_a(0, hf_relaxed / (9 * rot_const)))
assert abs(levels[0] - ground) < 1e-5
splitting = (levels[1] - levels[0]) * 1000
quantum = levels[3:6].mean() - levels[:3].mean()


def diff(values):
    return (values[0] - values[-1]) * MEV


print("INPUT: rigid disilane, tetrahedral angles")
print(f"Si-Si length {SI_SI:.3f} nm; Si-H length {SI_H:.3f} nm")
print("MODEL CHECKS (arbitrary energy units)")
print(f"strong model, harmonics 0,1: energy range {strong_flat:.1e}")
print(f"strong model, with harmonic 2: energy range {strong_wavy:.3f}")
print(f"formula error, full coupling: {100*relative_errors[0]:.2f} %")
print(f"formula error, half coupling: {100*relative_errors[1]:.2f} %")
print("COUPLINGS, RHF/STO-3G bond orbitals")
for x in (0, 60, 90, 120, 180):
    print(f"F({x:3d} deg) = {tables['total'][x]*MEV:9.2f} meV")
for k, label in enumerate(("a (f0)", "b (f1)", "c (f2)", "f3", "f4")):
    print(f"harmonic {label:6s} = {f[k]*MEV:9.3f} meV")
for name in names[1:4]:
    print(f"part of c from {name:7s} = {harm[name][2]*MEV:8.3f} meV")
print(f"raw H-H overlap, harmonic 1: {harm['S H-H'][1]:.6f}")
print(f"raw H-H overlap, harmonic 2: {harm['S H-H'][2]:.6f}")
print(f"mean gap Delta = {mean_gap*HARTREE_EV:.3f} eV")
print(f"range of Delta over torsion = {np.ptp(gaps)*MEV:.2f} meV")
print("BOND-ANTIBOND BARRIER, eclipsed minus staggered")
print(f"harmonics 0,1 only: {abs(truncated_barrier(1))*MEV:.1e} meV (size)")
print(f"-72bc/Delta: {bc_barrier*MEV:.2f} meV"
      f" = {bc_barrier*MEV*KJ_PER_MEV:.3f} kJ/mol")
print(f"term from a*f3: {third_term*MEV:.2f} meV")
print(f"terms from f_k*f_(k+3), k>=1: {higher_terms*MEV:.2f} meV")
print(f"all harmonics, mean Delta: {threefold*MEV:.2f} meV")
print(f"all harmonics, Delta(phi): {diff(e2_direct):.2f} meV")
print(f"vicinal couplings, all orders: {diff(e_all_vicinal):.2f} meV")
print(f"all valence couplings, all orders: {diff(e_all_valence):.2f} meV")
print("TOTAL BARRIER, eclipsed minus staggered")
print(f"RHF/STO-3G, rigid: {diff(hf_small):.2f} meV")
print(f"its cos(3phi), cos(6phi) amplitudes:"
      f" {small_harm[1]:.2f}, {small_harm[2]:.3f} meV")
print(f"RHF/6-31G(d), rigid: {hf_rigid:.2f} meV")
print(f"MP2/6-31G(d), rigid, frozen core: {mp2_rigid:.2f} meV")
print(f"RHF/6-31G(d), Si-Si relaxed: {hf_relaxed:.2f} meV"
      f" = {hf_relaxed*KJ_PER_MEV:.3f} kJ/mol")
print(f"relaxed Si-Si, eclipsed: {best_lengths[0]:.5f} nm")
print(f"relaxed Si-Si, staggered: {best_lengths[1]:.5f} nm")
print("TORSIONAL MOTION, relaxed RHF/6-31G(d) barrier")
print(f"rotational constant: {rot_const:.4f} meV")
print(f"zero-point energy: {levels[0]:.2f} meV")
print(f"first torsional quantum: {quantum:.2f} meV")
print(f"ground tunnelling splitting: {splitting:.4f} micro-eV")
for temperature in (300, 750):
    kt = const.k * temperature / const.e * 1000
    ang = np.linspace(0, 2 * np.pi, 720, endpoint=False)
    weight = np.exp(-hf_relaxed / (2 * kt) * (1 + np.cos(3 * ang)))
    mean_cos = np.sum(weight * np.cos(3 * ang)) / weight.sum()
    print(f"{temperature} K: kT {kt:.2f} meV, barrier/kT {hf_relaxed/kt:.3f},"
          f" classical <cos 3phi> {mean_cos:.3f}")
print("finished without a failed check")
```

Printed output:

```
INPUT: rigid disilane, tetrahedral angles
Si-Si length 0.235 nm; Si-H length 0.148 nm
MODEL CHECKS (arbitrary energy units)
strong model, harmonics 0,1: energy range 1.4e-14
strong model, with harmonic 2: energy range 2.391
formula error, full coupling: 1.15 %
formula error, half coupling: 0.29 %
COUPLINGS, RHF/STO-3G bond orbitals
F(  0 deg) =   -536.15 meV
F( 60 deg) =   -260.47 meV
F( 90 deg) =     43.20 meV
F(120 deg) =    363.50 meV
F(180 deg) =    694.40 meV
harmonic a (f0) =    60.710 meV
harmonic b (f1) =  -618.239 meV
harmonic c (f2) =    17.952 meV
harmonic f3     =     2.900 meV
harmonic f4     =     0.452 meV
part of c from hyb-hyb =   -2.650 meV
part of c from hyb-H   =    2.623 meV
part of c from H-H     =   17.979 meV
raw H-H overlap, harmonic 1: 0.003762
raw H-H overlap, harmonic 2: 0.001152
mean gap Delta = 27.876 eV
range of Delta over torsion = 4.16 meV
BOND-ANTIBOND BARRIER, eclipsed minus staggered
harmonics 0,1 only: 9.4e-14 meV (size)
-72bc/Delta: 28.67 meV = 2.766 kJ/mol
term from a*f3: -0.91 meV
terms from f_k*f_(k+3), k>=1: 0.72 meV
all harmonics, mean Delta: 28.48 meV
all harmonics, Delta(phi): 28.51 meV
vicinal couplings, all orders: 28.45 meV
all valence couplings, all orders: 24.24 meV
TOTAL BARRIER, eclipsed minus staggered
RHF/STO-3G, rigid: 21.27 meV
its cos(3phi), cos(6phi) amplitudes: 10.63, 0.030 meV
RHF/6-31G(d), rigid: 45.24 meV
MP2/6-31G(d), rigid, frozen core: 48.81 meV
RHF/6-31G(d), Si-Si relaxed: 43.52 meV = 4.199 kJ/mol
relaxed Si-Si, eclipsed: 0.23677 nm
relaxed Si-Si, staggered: 0.23569 nm
TORSIONAL MOTION, relaxed RHF/6-31G(d) barrier
rotational constant: 0.7101 meV
zero-point energy: 7.91 meV
first torsional quantum: 14.86 meV
ground tunnelling splitting: 3.4392 micro-eV
300 K: kT 25.85 meV, barrier/kT 1.684, classical <cos 3phi> -0.388
750 K: kT 64.63 meV, barrier/kT 0.673, classical <cos 3phi> -0.166
finished without a failed check
```
